# Can an open-shell atom have a spherical charge density?

**Question**

I have been working with this rule: a closed shell is spherical by Unsöld's sum, and an atom with an open shell is not. Boron, \(1s^22s^22p\), has one 2p electron, a p orbital is a dumbbell, so the boron atom should be elongated and have a quadrupole moment.

Three things do not fit. I am told that the half-filled p shell is spherical, although every orbital in it lacks a partner. I am also told that boron in its lowest level has no quadrupole moment. And atomic calculations often use a spherical density for any atom, open shell or not. Is that last one just an approximation? What does decide whether the density is spherical, and how can I tell from the term or level?

**Answer**

Whether symmetry guarantees a spherical density depends on the angular momentum of the whole many-electron state, and a filled shell is only one of the cases. A state with \(L=0\) or \(J=0\) is itself unchanged by the corresponding rotations. A state with \(J=\frac12\) does change when it is rotated, but if it has definite parity, its density does not. The conditions derived below are sufficient, not necessary: a state they do not cover can still turn out spherical, as an example near the end shows. I take a free atom with a fixed point nucleus and no external field. The electron density is

\[
n(\mathbf r)=N\sum_{\sigma_1\ldots\sigma_N}\int|\Psi(\mathbf r\sigma_1,\mathbf r_2\sigma_2,\ldots)|^2\,d^3r_2\cdots d^3r_N ,
\]

and "spherical" means \(n(R\mathbf r)=n(\mathbf r)\) for every rotation \(R\). I use Hartree atomic units and Condon–Shortley spherical harmonics.

**What Unsöld's sum requires**

Rotating \(Y_{lm}\) gives a combination of the \(2l+1\) functions with the same \(l\), with a unitary matrix of coefficients. A unitary matrix preserves the sum of squared moduli, so \(\sum_m|Y_{lm}|^2\) has the same value in all directions. Its integral over the sphere is \(2l+1\), since each function is normalized. Hence

\[
\sum_{m=-l}^{l}|Y_{lm}|^2=\frac{2l+1}{4\pi}.
\]

A shell is therefore spherical when every \(m\) is occupied equally. Double occupation is not needed. Three p electrons with parallel spins occupy \(m=1,0,-1\) once each. The density of a determinant is the sum of its orbital densities, so

\[
n=R^2(r)\left[\frac{3}{8\pi}\sin^2\theta+\frac{3}{4\pi}\cos^2\theta+\frac{3}{8\pi}\sin^2\theta\right]=\frac{3R^2(r)}{4\pi}.
\]

That settles the half-filled shell with parallel spins. It is a \({}^4S\) term, and the next argument covers all S terms at once.

**Every S term is spherical**

Suppose spin–orbit coupling is neglected, so that \(L\) is a good quantum number, and let \(L=0\). Then

\[
0=\langle\Psi|\mathbf L^2|\Psi\rangle=\|L_x\Psi\|^2+\|L_y\Psi\|^2+\|L_z\Psi\|^2 ,
\]

so each component of \(\mathbf L\) gives zero on \(\Psi\). These components generate the rotations of all electron positions, and therefore \(\Psi(R\mathbf r_1,R\mathbf r_2,\ldots)=\Psi(\mathbf r_1,\mathbf r_2,\ldots)\) with the spins untouched. In the formula for \(n(R\mathbf r)\), rename the integration variables \(\mathbf r_i=R\mathbf r_i'\). The volume elements do not change, the common rotation drops out of \(\Psi\), and \(n(R\mathbf r)=n(\mathbf r)\).

Nothing was assumed about spin, about a single determinant or about a single configuration. The term \(p^2\,{}^1S\) shows how this works without equal filling in any one determinant. Its spin part is a singlet, so its spatial part is symmetric. With \(|m,m'\rangle\) for the two electrons and total \(M_L=0\),

\[
\Psi=c_1\big(|1,-1\rangle+|-1,1\rangle\big)+c_0|0,0\rangle .
\]

The raising operator must give zero. For \(l=1\) each allowed step has the factor \(\sqrt2\), so

\[
L_+\Psi=\sqrt2\,(c_1+c_0)\big(|1,0\rangle+|0,1\rangle\big)=0\quad\Rightarrow\quad c_0=-c_1 .
\]

The three products thus have probability 1/3 each. When electron 2 is integrated out, the cross terms vanish, because the three products contain orthogonal orbitals for electron 2. Two electrons then give the angular density

\[
2\cdot\frac13\sum_m|Y_{1m}|^2=\frac{2}{4\pi}.
\]

The determinant \(p_0^2\) alone has \(2\cdot\frac{3}{4\pi}\cos^2\theta\), which is far from spherical. To compare such cases, define the anisotropy as the largest minus the smallest density over directions, divided by the mean. For \(p_0^2\) it is \((6-0)/2=3\); for the S combination it is zero.

**Averages over M are spherical**

Now take any term or level with its set of states \(\Psi_M\). A rotation \(U\) mixes them unitarily:

\[
U\Psi_M=\sum_{M'}D_{M'M}\Psi_{M'} .
\]

Let \(n_{M'M''}\) be the density formula with \(|\Psi|^2\) replaced by \(\Psi_{M'}^*\Psi_{M''}\). The summed density of the rotated states is

\[
\sum_M\sum_{M'M''}D^*_{M'M}D_{M''M}\,n_{M'M''}=\sum_{M'}n_{M'M'} ,
\]

because \(\sum_M D^*_{M'M}D_{M''M}=\delta_{M'M''}\). Rotation has not changed the sum, so the equal-weight average is spherical. For a \(J\) level, \(U\) also rotates the spins, but \(n\) is summed over spin and does not notice. This is Unsöld's argument applied to many-electron states.

So the spherical shape used in your atomic calculations is exact for an equal-weight ensemble, although the radial density may be approximate. A single state of the ensemble need not have that shape. Take \(d^2\,{}^3F\) with \(M_L=3\), which is the determinant with \(m=2\) and \(m=1\) and parallel spins. With \(u=\sin^2\theta\),

\[
4\pi\big(|Y_{22}|^2+|Y_{21}|^2\big)=\tfrac{15}{8}u^2+\tfrac{15}{2}u(1-u)=\tfrac{15}{2}u-\tfrac{45}{8}u^2 .
\]

This is 0 on the axis and reaches its maximum of 2.5 at \(u=2/3\), while the mean is 2. The anisotropy is 1.25. (The numerical output gives 1.241, because it searches a finite grid of directions that misses the exact maximum.) The average over the seven \(M_L\) values has none.

**Levels with J = 0 or J = 1/2**

This is the case that matters for boron. For \(J=0\), repeat the argument for S terms with the total angular momentum: the state does not change when positions and spins are rotated together, and the sum over spins removes the spin rotation. The density is spherical.

For \(J=1/2\) there are two states, \(M=\pm\frac12\). Assume that the level has definite parity.

1. A rotation about \(z\) multiplies a state of definite \(M\) by a phase. Its density \(n_M(r,\theta)\) therefore does not depend on \(\varphi\).
2. A rotation by \(\pi\) about \(y\) reverses \(J_z\), so it turns \(\Psi_M\) into \(\Psi_{-M}\) up to a phase. It also reverses \(z\), hence \(n_{-M}(r,\theta)=n_M(r,\pi-\theta)\).
3. Definite parity means \(\Psi\to\pm\Psi\) when all positions are inverted, so \(n(-\mathbf r)=n(\mathbf r)\). For a density independent of \(\varphi\) this reads \(n_M(r,\pi-\theta)=n_M(r,\theta)\).

Steps 2 and 3 give \(n_{1/2}=n_{-1/2}\). The sum of the two is spherical by the averaging argument, so each one is half of a spherical function and is itself spherical. Other superpositions of the two states bring nothing new. Rotating \(M=\frac12\) by \(\beta\) about \(y\) and then by \(\alpha\) about \(z\) gives amplitudes \(e^{-i\alpha/2}\cos\frac\beta2\) and \(e^{i\alpha/2}\sin\frac\beta2\), which covers every normalized pair up to a common phase. A rotated spherical density is still spherical.

Neither \(L\) nor \(S\) entered, so this result survives spin–orbit coupling. The argument stops at \(J=1\): there \(n_1=n_{-1}\), and \(2n_1+n_0\) is spherical, but \(n_1\) and \(n_0\) may differ.

**Boron in numbers**

The 2p electron gives a \({}^2P\) term with levels \(J=\frac12\) and \(J=\frac32\). For \(J=M=\frac12\) write \(\psi=a\,p_0{\uparrow}+b\,p_{+1}{\downarrow}\). The operator \(J_+=L_++S_+\) must give zero:

\[
J_+\psi=(\sqrt2\,a+b)\,p_{+1}{\uparrow}=0\quad\Rightarrow\quad a^2=\tfrac13,\; b^2=\tfrac23 .
\]

The two parts have opposite spin and do not interfere in the density:

\[
\frac13\cdot\frac{3}{4\pi}\cos^2\theta+\frac23\cdot\frac{3}{8\pi}\sin^2\theta=\frac{1}{4\pi}.
\]

The dumbbell and the ring are mixed in just the proportion that gives a sphere. For \(J=\frac32\), the state \(M=\frac32\) is \(p_{+1}{\uparrow}\), a pure ring. The state \(M=\frac12\) is orthogonal to \(\psi\), so its weights are interchanged: \(\frac23\) for \(p_0{\uparrow}\) and \(\frac13\) for \(p_{+1}{\downarrow}\).

Define the quadrupole moment of the electrons, whose charge is \(-1\), as

\[
\Theta=-\tfrac12\Big\langle\sum_i(3z_i^2-r_i^2)\Big\rangle .
\]

The angular averages, with \(x=\cos\theta\), are

\[
\langle x^2\rangle_{m=0}=\frac32\int_{-1}^1x^4dx=\frac35,\qquad
\langle x^2\rangle_{m=1}=\frac34\int_{-1}^1(1-x^2)x^2dx=\frac15 .
\]

So \(\langle3x^2-1\rangle\) is \(+\frac45\) for \(p_0\) and \(-\frac25\) for \(p_{+1}\). If the s shells are kept spherical they contribute nothing, and

\[
\begin{aligned}
J=\tfrac12:&\quad \Theta=-\tfrac12\langle r^2\rangle\big(\tfrac13\cdot\tfrac45-\tfrac23\cdot\tfrac25\big)=0,\\
J=\tfrac32,\,M=\tfrac32:&\quad \Theta=-\tfrac12\langle r^2\rangle\big(-\tfrac25\big)=+\tfrac15\langle r^2\rangle,\\
J=\tfrac32,\,M=\tfrac12:&\quad \Theta=-\tfrac12\langle r^2\rangle\big(\tfrac23\cdot\tfrac45-\tfrac13\cdot\tfrac25\big)=-\tfrac15\langle r^2\rangle .
\end{aligned}
\]

A ring of negative charge around the equator has positive \(\Theta\), as it should.

For the size I use restricted open-shell Hartree–Fock with s and p basis functions only, which keeps the 1s and 2s orbitals spherical. The same radial orbitals serve both levels. Electron correlation and relativistic changes of the orbitals are left out. The result is \(\langle r^2\rangle=6.146\) bohr² for 2p, so

\[
\Theta(J=\tfrac32,M=\tfrac32)=\frac{6.146}{5}=1.229\ e\,\text{bohr}^2=5.515\times10^{-40}\ \text{C m}^2 .
\]

These digits are converged only within the s,p space. Allowing d functions lets the 2s orbital deform and raises \(\Theta\) to about 1.27, and coupled-cluster (CCSD) correlation lowers it to about 1.17 \(e\,\text{bohr}^2\). Correlation thus changes the value by several percent. It cannot change the zero for \(J=\frac12\), which rests on symmetry.

The total density at \(r=2\) bohr shows the same thing point by point, in bohr⁻³ (the last digit can move by one unit with the basis):

| State | on the axis | on the equator |
|---|---|---|
| \(J=\frac12\), \(M=\frac12\) | 0.02526 | 0.02526 |
| \(J=\frac32\), \(M=\frac32\) | 0.01774 | 0.02902 |
| \(J=\frac32\), \(M=\frac12\) | 0.03278 | 0.02150 |

The ring state has no 2p density on the axis, so 0.01774 is the share of the four s electrons. In the \(J=\frac12\) level the 2p electron adds \(0.02526-0.01774=0.00752\) in every direction. In the ring state it adds \(\frac32\) of that on the equator, \(0.01128\), which gives the tabulated 0.02902. The average of the two \(J=\frac32\) rows on the axis is \((0.01774+0.03278)/2=0.02526\). Within this approximation, the \(M\)-averaged upper level has the same density as the lower level.

Which level is lowest? The spin–orbit energy is \(\zeta\langle\mathbf l\cdot\mathbf s\rangle\), with

\[
\langle\mathbf l\cdot\mathbf s\rangle=\tfrac12\big[J(J+1)-l(l+1)-\tfrac34\big]=-1\ \text{for }J=\tfrac12,\quad +\tfrac12\ \text{for }J=\tfrac32 .
\]

For one electron attracted by a screened nucleus, \(\zeta\) is proportional to the mean of \(r^{-1}dV/dr\), where the potential energy \(V\) rises outward, so \(\zeta>0\). The \(J=\frac12\) level is lowest, and the boron atom in it is spherical.

**What became of the dumbbell?**

The state \(p_0{\uparrow}\) is a legitimate state of the \({}^2P\) term, and without spin–orbit coupling it is stationary. With the coupling it is a superposition of the two levels, with weight \(\frac13\) for \(J=\frac12\) and \(\frac23\) for \(J=\frac32\). The levels separately would give \(\langle3x^2-1\rangle=\frac13\cdot0+\frac23\cdot\frac25=\frac4{15}\). The dumbbell has \(\frac45\). The missing \(\frac8{15}\) is interference between the levels, which is absent when the atom is in the lowest level alone. Your picture therefore describes a real state, but not one of definite \(J\).

**Where the rules stop**

*Spin–orbit coupling in S terms.* The S-term rule needs \(L=0\), while spin–orbit coupling conserves only \(J\) and parity. It can mix terms of other \(L\) into \({}^4S_{3/2}\), and \(J=\frac32\) gives no protection. In a model \(p^3\) shell, let \(F^2\) be the Slater integral that sets the splitting between the terms. For \(M=\frac32\), the sum of \(\langle3\cos^2\theta-1\rangle\) over the electrons vanishes at \(\zeta=0\) and is \(-0.0617\) at \(\zeta/F^2=0.2\). Between \(\zeta/F^2=0.005\) and \(0.01\) it grows by a factor of 7.999, close to \(2^3\). For weak coupling in this model the effect thus grows as the cube of \(\zeta\). The cube belongs to the single frozen radial shell. In nitrogen with a second radial p shell admitted, doubling \(\zeta/F^2\) from 0.001 to 0.002 multiplies the moment by about 4.2, so it grows as \(\zeta^2\). At \(\zeta/F^2=0.001\) it is about \(-3\times10^{-7}\) in units of the 2p \(\langle r^2\rangle\), some thirty times the single-shell value. In both cases it is very small at weak coupling, and the S-term rule is a good approximation there.

*No definite parity.* If an \(s_{1/2}\) and a \(p_{1/2}\) state are degenerate, as for \(n=2\) in nonrelativistic hydrogen, they can be superposed. Take \(\frac{\sqrt3}{2}s{\uparrow}+\frac12\psi_p\), with \(\psi_p=\sqrt{\frac13}\,p_0{\uparrow}-\sqrt{\frac23}\,p_{+1}{\downarrow}\), and set both radial factors to one. The squares give the constant \(\frac34+\frac14=1\). The spin-up parts interfere:

\[
4\pi n=1+4\pi\cdot2\cdot\frac{\sqrt3}{2}\cdot\frac{1}{2\sqrt3}\,Y_{00}Y_{10}=1+\frac{\sqrt3}{2}\cos\theta .
\]

Since \(\cos^2\theta\) averages to \(\frac13\) over the sphere, \(\langle\cos\theta\rangle=\sqrt3/6=0.2887\). This state has \(J=\frac12\) and a lopsided density. Its quadrupole moment is still zero, because \(\cos\theta\) is orthogonal to \(3\cos^2\theta-1\).

*Charge is not spin.* In the \(J=M=\frac12\) level of boron, the spin-up minus spin-down density of the 2p electron has the angular part

\[
\frac{1}{4\pi}\cos^2\theta-\frac{1}{4\pi}\sin^2\theta=\frac{\cos2\theta}{4\pi}.
\]

It is positive on the axis and equally large but negative on the equator. The charge is spherical and the spin density is not.

*The converse fails.* Consider the \(p^3\) determinant \(p_{+1}{\uparrow}\,p_{+1}{\downarrow}\,p_0{\uparrow}\). It has \(M_L=2\) and \(M_S=\frac12\). Both \(L_+\) and \(S_+\) give zero, since the one step each could make leads to an occupied orbital. So \(L=2\) and \(S=\frac12\), a \({}^2D\) state. Its angular density is

\[
2\cdot\frac{3}{8\pi}\sin^2\theta+\frac{3}{4\pi}\cos^2\theta=\frac{3}{4\pi}.
\]

A spherical density therefore does not prove \(L=0\). This sphere belongs to the single configuration \(p^3\); the symmetry arguments above do not guarantee it once other configurations are mixed in.

**How to find the spherical cases by counting**

Let \(N(M_L,M_S)\) be the number of determinants of a configuration with the given projections, and let \(s\) be the smallest non-negative \(M_S\): 0 for an even number of electrons, \(\frac12\) for an odd number. Each term has one state with \(M_S=s\) for every \(M_L\) from \(-L\) to \(L\). A term with \(L\ge1\) is counted in both \(N(0,s)\) and \(N(1,s)\), and an S term in the first alone. Thus

\[
\text{number of S terms}=N(0,s)-N(1,s).
\]

The same reasoning for \(J\) gives

\[
\text{number of levels with }J<1=N(M_J{=}s)-N(M_J{=}s{+}1).
\]

Try \(p^2\). With one spin up and one down, \(M_L=0\) arises from \((1,-1)\), \((0,0)\), \((-1,1)\), and \(M_L=1\) from \((1,0)\), \((0,1)\). There is \(3-2=1\) S term. For \(M_J=0\), add to the first three the parallel pairs with \(M_S=1,M_L=-1\) and \(M_S=-1,M_L=1\), one each, making 5. For \(M_J=1\), add to the other two the parallel pair with \(M_S=1,M_L=0\), making 3. There are \(5-3=2\) levels with \(J=0\): \({}^1S_0\) and \({}^3P_0\).

The numerical output lists these counts for \(p^1\) to \(p^5\) and \(d^1\) to \(d^5\), confirmed there by diagonalizing \(\mathbf L^2\) and \(\mathbf J^2\). Two entries are instructive. The configuration \(d^1\) has neither an S term nor a level with \(J<1\), so the rules promise a spherical density only for its averages over \(M\). The configuration \(d^3\) has no S term but two levels with \(J=\frac12\). One belongs to \({}^4P\): its state with \(M_L=1\), \(M_S=\frac32\) has an anisotropy of 0.500, while its \(J=\frac12\) level has none beyond rounding error.

So for a given atom, first look at \(J\). If it is 0, or if it is \(\frac12\) and the parity is definite, the charge density is spherical. If \(J\) is larger, an S term is spherical as far as spin–orbit coupling can be neglected. In the remaining cases, a spherical density is guaranteed for the equal-weight average over \(M\), and a single state has to be examined on its own.

## Numbers as computed

```
Unsoeld sum, largest error for l = 0..4: 2.8e-16
Configuration: number of S terms, number of levels with J < 1
  p^1: 0, 1
  p^2: 1, 2
  p^3: 1, 1
  p^4: 1, 2
  p^5: 0, 1
  d^1: 0, 0
  d^2: 1, 2
  d^3: 0, 2
  d^4: 2, 5
  d^5: 2, 4
Largest anisotropy, random L = 0 states: 3.8e-15
Largest anisotropy, random J = 0 or 1/2 states: 3.9e-14
p^2 1S: probability of the determinant p0^2: 0.3333
p^2: anisotropy of p0^2 alone: 3.000
d^3 4P, M_L = 1, M_S = 3/2: anisotropy 0.500
d^3 4P, J = 1/2: anisotropy 5.7e-15
d^2 term 3F, M_S = 1: anisotropy of M average 1.2e-15
d^2 level 3F2: anisotropy of M average 1.4e-15
d^2 3F, M_L = 3: anisotropy 1.241
p^3 2D, M_L = 2: anisotropy 8.1e-16
p^3 4S3/2, M = 3/2: sum of <3cos^2(theta)-1>
  zeta/F2 = 0: 4.9e-15 (magnitude)
  zeta/F2 = 0.2: -0.0617
  ratio for zeta/F2 = 0.01 and 0.005: 7.999
s1/2 + p1/2 mixture: <cos(theta)> = 0.2887
  <3cos^2(theta)-1> magnitude: 1.7e-15
Boron Hartree-Fock energy: -24.5291 hartree
Boron <r^2> of 2p: 6.146 bohr^2
Boron levels: Theta; density at r = 2 bohr on axis, on equator
  J=1/2, M=1/2: 0.000 e bohr^2; 0.02526, 0.02526 bohr^-3; <l.s> = -1.00
    weights: p0 up 0.3333, p+1 down 0.6667
    4 pi x angular spin density: axis 1.000, equator -1.000
  J=3/2, M=3/2: 1.229 e bohr^2; 0.01774, 0.02902 bohr^-3; <l.s> = 0.50
  J=3/2, M=1/2: -1.229 e bohr^2; 0.03278, 0.02150 bohr^-3; <l.s> = 0.50
Boron J=3/2, M average: anisotropy 7.0e-16
Boron J=3/2, M=3/2: Theta = 5.515e-40 C m^2
```
